# Nuclear-charge derivatives and the leading virtual-crystal energy, part 2

A virtual crystal between elements A and B has, at one site per cell, nuclei of charge $Z(x)=Z_A+x\Delta Z$, with $\Delta Z=Z_B-Z_A$. We want its energy $E$ as $x$ changes, with electrons added to keep it neutral. Nuclei stay at fixed positions $\mathbf R_a$. The algebra uses Hartree atomic units; numerical energies are in eV.

The potential of a positive unit charge at nucleus $a$, without that nucleus's own field, is

$$
V_M(a)=-\int\frac{n(\mathbf r)}{|\mathbf r-\mathbf R_a|}\,d^3r+\sum_{b\ne a}\frac{Z_b}{R_{ab}},
$$

where $n(\mathbf r)$ is the electron density and $R_{ab}=|\mathbf R_a-\mathbf R_b|$. At fixed electron number $N$,

$$
\boxed{\left(\frac{\partial E}{\partial Z_a}\right)_N=V_M(a)+B_a}
$$

On the neutral path of a metal with Fermi level $\mu$,

$$
\boxed{\frac{dE}{dx}=\Delta Z(V_M+\mu)+B_x}
$$

The responses $B_a$ and $B_x$ come from the motion of the basis at fixed coefficients, along $Z_a$ and $x$ respectively, and vanish for a fixed basis. The fixed-$N$ result also holds in closed-shell Hartree-Fock. Raising the electrostatic potential by a constant raises $V_M$ and lowers $\mu$ equally, so both must share one zero.

Three numerical examples recur:

- The radial atoms are spherical and spin-unpolarised, with Dirac exchange, no correlation and a fixed spline basis.
- The small Slater basis for Al has five $s$ and three $p$ functions, of $1s$ and $2p$ type, with exponents $1.1Z(0.55)^k$ for $k=0,\dots,4$ and $0.5Z(0.4)^k$ for $k=0,1,2$ in inverse bohr.
- The LAPW example has one electron, $Z=3$, a sphere of radius 0.80 Å and four fixed decaying outer functions. Its energy parameter $E_l$, at which the radial functions are generated, is detuned above the exact level. A local orbital (LO) adds a radial function at a second energy.

### Leading energy and pressure

Let $g_A=V_M+\mu+B_x/\Delta Z$ be evaluated in crystal A. A Taylor expansion gives the leading virtual-crystal energy per site,

$$
E(x)=E_A+x\,\Delta Z\,g_A+O(x^2).
$$

With a fixed basis it requires one calculation for pure A. If the basis moves, $B_x$ also needs the change of the radial functions along the path. The expansion assumes a smooth path, without a change of magnetic state or a gap edge between 0 and $x$.

The formula also gives the change of pressure. Let $\Omega$ be the volume per site, with $P=-\partial E/\partial\Omega$ at fixed $x$. Differentiation of the expansion gives

$$
P(x)=P_A-x\,\Delta Z\,\frac{\partial g_A}{\partial\Omega}+O(x^2).
$$

The volume derivative must include the change of $B_x$ if the basis moves. Both $V_M$ and $\mu$ must again share one zero at each volume, although that zero may differ between volumes.

The energy formula can be tested on neutral radial atoms between Al and Si. They have $Z=13+x$ and $1+x$ electrons in the $3p$ shell, with the same Dirac exchange treatment as before. For Al, $V_M=-1206.811$ eV and the $3p$ level is $\mu=-1.953$ eV. Their sum is $-1208.764$ eV, in agreement with the derivative of the total energy. At $x=0.1$ the leading term is

$$
0.1(-1208.764)\ {\rm eV}=-120.876\ {\rm eV}.
$$

The computed energy change is $-121.517$ eV, which leaves a remainder of $-0.640$ eV when unrounded values are subtracted. At $x=0.2$ the remainder is $-244.317+241.753=-2.564$ eV. Doubling $x$ multiplies it by 4.0, as a second-order term requires.

For the whole interval, the slope must be integrated rather than extrapolated:

$$
E_{\rm Si}-E_{\rm Al}=\int_0^1\bigl[V_M(x)+\mu(x)\bigr]dx .
$$

Four Gauss points give $-1273.450$ eV, equal to the difference of the two total energies at this precision. The midpoint value alone gives $-1273.269$ eV, an error of 0.181 eV. The slope at Al differs from the total change by 64.7 eV. A full unit of nuclear charge is thus far outside the range in which the first-order term suffices for all-electron energies.

### What the virtual crystal omits in an alloy

In an alloy the charges differ from site to site. Take $n$ equivalent sites with $Z_i=\bar Z+\delta_i$ and $\sum_i\delta_i=0$. The total electron number is that of the virtual crystal. For a fixed basis, the expansion of the energy is

$$
E=E_{\rm VC}+\sum_iV_M(i)\delta_i+\frac12\sum_{ij}K_{ij}\delta_i\delta_j+O(\delta^3),
\qquad K_{ij}=\frac{\partial V_M(i)}{\partial Z_j}.
$$

If the basis moves, $V_M(i)$ is replaced by $V_M(i)+B_i$, also inside the definition of $K_{ij}$. Because the sites of the virtual crystal are equivalent, $V_M(i)$ has one common value. The linear term is this value times $\sum_i\delta_i=0$. It vanishes for every arrangement, not merely on average. On inequivalent sites, it remains whenever charge is moved from one kind of site to another, and it then gives the leading preference for one sublattice.

The quadratic term distinguishes the arrangements. For a random arrangement at fixed composition, the variance of the site charge is

$$
\sigma^2=(1-x)(x\Delta Z)^2+x[(1-x)\Delta Z]^2=x(1-x)(\Delta Z)^2 .
$$

The constraint fixes the average product on two different sites. Multiplying $\sum_j\delta_j=0$ by $\delta_i$ and averaging gives

$$
0=\sigma^2+(n-1)\langle\delta_i\delta_j\rangle,\qquad
\langle\delta_i\delta_j\rangle=-\frac{\sigma^2}{n-1}\quad(i\ne j).
$$

Insertion in the quadratic term gives the mean energy per site,

$$
\frac{\langle E\rangle-E_{\rm VC}}n\simeq\frac{\sigma^2}{2}\kappa,\qquad
\kappa=K_{00}-\frac1{n-1}\sum_{j\ne0}K_{0j}.
$$

Adding one constant to all elements $K_{ij}$ leaves $\kappa$ unchanged. This is the freedom of the potential zero again. The nuclei are held in place throughout, so relaxation around atoms of different size is not included.

A ring of six hydrogen-like sites provides a coupled test. The neighbour distance is 1.0 Å, the charges are 0.95 and 1.05, and there are six electrons. The method is Hartree-Fock in a fixed 6-31G basis. The response of $V_M$ to one charge gives, in eV,

$$
K_{00}=-33.285,\quad K_{01}=12.837,\quad K_{02}=8.096,\quad K_{03}=12.129 .
$$

The ring has two first neighbours, two second neighbours and one opposite site. With $\sigma^2=0.05^2$, the predicted mean for the whole ring is

$$
\frac{6(0.05)^2}{2}\left[-33.285-\frac{2(12.837)+2(8.096)+12.129}{5}\right]{\rm eV}
=-0.3306\ {\rm eV}.
$$

The mean of the 20 directly computed arrangements is $-0.3307$ eV. For alternating charges, first neighbours and opposite sites have products $-0.05^2$, while second neighbours have $+0.05^2$. The formula gives

$$
0.0075\,[-33.285-2(12.837)+2(8.096)-12.129]\ {\rm eV}=-0.4117\ {\rm eV},
$$

and the direct energy is $-0.4112$ eV. By symmetry the 20 arrangements fall into three classes: 2 alternating, 6 in blocks and 12 mixed. In each class the direct energy and the formula differ by at most 0.0006 eV, and the virtual system lies above all of them. The digits belong to the 6-31G basis: the direct mean becomes $-0.318$ eV in cc-pVDZ and $-0.329$ eV in cc-pVTZ, and the alternating value $-0.397$ and $-0.405$ eV. For a single arrangement this sign is not guaranteed in other systems, because the nuclear repulsion rises when like deviations lie close together. For the random mean of a finite system with fixed nuclei and a fixed basis, the sign is general. The electronic energy is a minimum, over trial states, of functions linear in the charges. It is therefore concave, and its mean cannot exceed the virtual value. The mean second-order nuclear term contains only the negative products $\langle\delta_i\delta_j\rangle$.

### The large offset of a virtual atom

The second-order term has a simple form for separate neutral atoms, each with its own electron number. Expand $E$ about $x=\frac12$:

$$
E(0)=E(\tfrac12)-\tfrac12E'+\tfrac18E''-\cdots,\qquad
E(1)=E(\tfrac12)+\tfrac12E'+\tfrac18E''+\cdots .
$$

The odd terms cancel in the mean. To second order,

$$
E(\tfrac12)-\tfrac12[E(0)+E(1)]\simeq-\tfrac18E''(\tfrac12),
\qquad E''=\frac{d(V_M+\mu)}{dx},
$$

where $\Delta Z=1$ and the basis is fixed. For Al and Si, differentiation of the slope gives $E''=-130.10$ eV. The predicted offset is 16.263 eV, and the total energies give 16.262 eV.

The part of $V_M$ due to the $1s$, $2s$ and $2p$ electrons supplies 83% of $E''$. A larger nuclear charge pulls these electrons inward and makes their potential at the nucleus more negative. Most of the offset is thus an atomic core effect, already present without any neighbours. It must not be reported as an energy of mixing in the solid.

The remedy follows from comparing like with like. Let $W$ be the energy per site of the solid minus that of its free atoms. For the random alloy, the solid energy is approximately $E_{\rm VC}+\frac12\sigma^2\kappa$. For the free atoms with the same composition, the mean energy is approximately $E_{\rm at}(x)+\frac12\sigma^2E''_{\rm at}/(\Delta Z)^2$, where $E_{\rm at}(x)$ belongs to the virtual atom and primes denote $d/dx$. Subtraction gives

$$
W_{\rm alloy}\simeq[E_{\rm VC}(x)-E_{\rm at}(x)]
+\frac{\sigma^2}{2}\left[\kappa-\frac{E''_{\rm at}}{(\Delta Z)^2}\right].
$$

The first bracket is the virtual-crystal estimate with the virtual atom as its reference. The second is its leading error. If the core responds in nearly the same way in the atom and in the solid, its large contribution cancels in the second bracket. Had the mean of the real atoms been subtracted from $E_{\rm VC}$ instead, the whole term $\frac12\sigma^2\kappa$ would have remained as an error, with its core contribution uncancelled.

To first order in $x$, starting from A, the virtual-crystal estimate changes by

$$
x\,\Delta Z\,\bigl[(V_M+\mu)_{\rm solid}-(V_M+\mu)_{\rm atom}\bigr]
$$

when the basis response is zero or has been included in both slopes. This is the leading term of the virtual crystal, but not the whole first-order term of a random alloy. Because $\sigma^2=x(1-x)(\Delta Z)^2$, the correction in the second bracket is also linear in $x$. It is of higher order only in $\Delta Z$, which is at least one between real elements, so it must be estimated before the difference is read as a bonding energy of the alloy. The two terms of the difference are large and nearly equal, so the same functional, core treatment and radial accuracy must be used in both calculations.

The cancellation can be examined without a crystal by placing the atoms in a quadratic trap that reaches 1.0 eV at 1 Å from the nucleus. The trap does not depend on $Z$, so it adds no explicit term to the derivative. It raises the energy by 8.121 eV for Al, 8.344 eV at $x=\frac12$, and 8.418 eV for Si. The offset that remains in this difference is

$$
8.344-\tfrac12(8.121+8.418)=0.075\ {\rm eV},
$$

compared with 16.262 eV for the free atoms, a reduction to about 0.5%. This fraction depends on the trap: one three times as strong leaves 0.180 eV, or 1.1%. The remainder is still not small beside the effect sought. From Al to $x=\frac12$ the trap energy of the virtual atom rises by 0.223 eV, whereas that of an equal mixture of real Al and Si atoms rises by only 0.149 eV. The trap is a smooth disturbance that acts mainly on the outer electrons. It shows that the core offset can cancel, but it does not give the error for a real alloy. That error depends on $\kappa$, on local relaxation, and on terms beyond second order.

### Use in an implementation

The derivative is best checked before any alloy energy is computed. Converge the energy at four charges placed symmetrically about $Z$, form the five-point difference, and compare it with $V_M+B$ at fixed $N$, or with $V_M+\mu+B_x/\Delta Z$ on the neutral path. The step in $Z$ must itself be tested. In the LAPW example with $E_l$ detuned by 2.5 eV, the mismatch falls from $4.4\times10^{-5}$ to $2.7\times10^{-6}$ and $1.7\times10^{-7}$ eV as the step is halved twice from 0.01. The factor of about 16 is that of a fourth-order difference formula, so the mismatch comes from the difference formula and not from the theorem.

If $B$ is not coded, the radial functions can be frozen while the charge is varied. The slope is then $V_M$ in that basis, at the price of a basis that suits the displaced charge less well. If the radial functions are updated, $B$ has to be included or shown to be negligible, together with a separate check of the orbital error. The remaining values are in the numerical output.

## Computed values

```
RADIAL ATOMS, Al to Si, Dirac exchange
box radius = 14.0 angstrom
E(Al) = -6540.171 eV
Al, fixed N: dE/dZ by differences = -1206.8109 eV
Al: V_M = -1206.8109 eV
Al: mu (3p level) = -1.9531 eV
Al, neutral: dE/dZ by differences = -1208.7640 eV
Al: V_M + mu = -1208.7640 eV
x=0.1: E(x)-E(0) = -121.517 eV, leading term = -120.876 eV
x=0.2: E(x)-E(0) = -244.317 eV, leading term = -241.753 eV
remainder ratio, x=0.2 over x=0.1 = 4.005
E(Si) = -7813.621 eV
E(Si)-E(Al) = -1273.4501 eV
integral of V_M+mu, 4 Gauss points = -1273.4501 eV
V_M+mu at x=0.5 = -1273.2688 eV
E'' at x=0.5 from d(V_M+mu)/dx = -130.101 eV
share of E'' from 1s,2s,2p part of V_M = 0.828
bow E(1/2)-[E(0)+E(1)]/2 = 16.2624 eV
-E''/8 = 16.2627 eV
trap potential at 1 angstrom = 1.0 eV
x=0: E(trap)-E(free) = 8.1209 eV
x=0.5: E(trap)-E(free) = 8.3441 eV
x=1: E(trap)-E(free) = 8.4180 eV
bow of that difference = 0.0747 eV
Al IN A SMALL SLATER BASIS (5 s, 3 p functions)
energy above spline result = 13.207 eV
V_M = -1213.3076 eV
dE/dZ, exponents follow Z = -1208.1723 eV
dE/dZ, exponents frozen = -1213.3076 eV
basis response B from formula = 5.1353 eV
ONE ELECTRON, Z=3, LAPW
sphere radius = 0.80 angstrom, exact level = -122.4512 eV
E_l 0.5 eV above level: level error = 0.0000004 eV
  V_M = -81.63145, dE/dZ = -81.63390, B = -0.002451 eV
E_l 1 eV above level: level error = 0.0000063 eV
  V_M = -81.62328, dE/dZ = -81.63209, B = -0.008807 eV
E_l 2.5 eV above level: level error = 0.0002532 eV
  V_M = -81.56519, dE/dZ = -81.60047, B = -0.035277 eV
E_l 5 eV above level: level error = 0.0042600 eV
  V_M = -81.35128, dE/dZ = -81.34546, B = 0.005821 eV
E_l 10 eV above level: level error = 0.0754215 eV
  V_M = -80.44023, dE/dZ = -78.98656, B = 1.453668 eV
same 10 eV, plus LO 10 eV below: level error = 0.0000174 eV
  V_M = -81.61914, dE/dZ = -81.63384, B = -0.014706 eV
dE/dZ-V_M-B at 2.5 eV, Z steps 0.01, 0.005, 0.0025: -4.4e-05, -2.7e-06, -1.7e-07 eV
power of B in the detuning, 0.5 to 1 eV = 1.845
power of B in the detuning, 2.5 to 5 eV = -2.599
power of B in the detuning, 5 to 10 eV = 7.964
SIX-SITE RING, Hartree-Fock, 6-31G
neighbour distance = 1.0 angstrom, charges 1 +/- 0.05
V_M = -27.9498 eV, dE/dZ of one site = -27.9498 eV
K_00, K_01, K_02, K_03 = -33.285, 12.837, 8.096, 12.129 eV
alternating: E-E_virtual = -0.41117 eV, response formula = -0.41172 eV
blocks: E-E_virtual = -0.31665 eV, response formula = -0.31690 eV
mixed: E-E_virtual = -0.32425 eV, response formula = -0.32399 eV
mean of 20 arrangements = -0.33066 eV, formula = -0.33063 eV
```
